Multiphonon Line Shapes by FFT: Aliasing, Moments and Deep Tails

An electron sits on a defect level in a charge-trap layer, 1.2 eV above an empty trap level nearby. To drop into the trap it must give 1.2 eV to the lattice, whose hardest relevant phonon carries only 60 meV. At least twenty quanta have to appear in one transition. The reverse step must collect the same energy from thermal vibrations. How fast are the two processes?

**The quantity to compute**

Let the two charge states be joined by a weak electronic coupling V that does not depend on the lattice coordinates (the Condon approximation), and let the lattice start in equilibrium at temperature T. The golden rule gives

rate = (2π/ħ) V² F(E),
F(E) = Σ_{i,f} p_i |⟨f|i⟩|² δ(E − ε_f + ε_i).

Here E is the electronic energy given to the lattice, negative when the lattice supplies it; ε_i and ε_f are vibrational energies in the initial and final charge states, and p_i are thermal populations. F has the unit 1/eV.

Direct enumeration is the first scheme to fail: if each mode can change by M different numbers of quanta, there are M^(number of modes) combinations. Writing the delta function as a time integral avoids them. With τ = t/ħ, measured in 1/eV,

F(E) = (1/2π) ∫ dτ e^{iEτ} G(τ),
G(τ) = Σ_{i,f} p_i |⟨f|i⟩|² e^{−iτ(ε_f−ε_i)} = ⟨e^{iH_iτ} e^{−iH_fτ}⟩.

For independent modes G is a product, so its cost grows only linearly with their number.

**One displaced oscillator**

Assume that each mode keeps its frequency and only its minimum shifts. With quantum e = ħω, Huang-Rhys factor S and the common zero-point energy dropped,

H_i = e a†a,  H_f = e (a† + √S)(a + √S).

The operator D(α) = exp(αa† − α*a) obeys D†(α) a D(α) = a + α. Hence H_f = D†H_iD with α = √S, and

G = ⟨e^{iH_iτ} D† e^{−iH_iτ} D⟩.

Free evolution turns a into a e^{−iθ}, with θ = eτ. The average therefore contains e^A e^B, where

A = −√S (a†e^{iθ} − a e^{−iθ}),  B = √S (a† − a).

Since [a,a†] = 1, the commutator is a number, [A,B] = −S(e^{iθ} − e^{−iθ}) = −2iS sin θ, and e^A e^B = e^{A+B} e^{[A,B]/2}. The sum A+B is αa† − α*a with α now equal to √S(1 − e^{iθ}), so that |α|² = 2S(1 − cos θ).

The thermal average of D(α) follows by writing the thermal state as a mixture of coherent states |z⟩ with weight e^{−|z|²/n}/(πn), where n = 1/(e^{e/kT} − 1). The phase integral removes off-diagonal elements, and the population of level m is

(1/n) ∫₀^∞ du e^{−u(1+1/n)} u^m/m! = n^m/(n+1)^{m+1},

which is the thermal one. In a coherent state ⟨z|D(α)|z⟩ = e^{−|α|²/2} e^{αz*−α*z}; the Gaussian average over z supplies e^{−n|α|²}. Altogether

G = exp[−S(2n+1)(1 − cos θ) − iS sin θ]
 = exp{S[(n+1)(e^{−iθ} − 1) + n(e^{iθ} − 1)]}.

This is the generating function of two independent Poisson variables: quanta created, with mean S(n+1), and quanta removed, with mean Sn. At T = 0 only the first remains, and expanding the exponential gives the line weights e^{−S}S^m/m!.

**A signal that does not decay**

For a few discrete modes G keeps returning to appreciable values, and a finite time record cannot represent the resulting delta lines. Multiplying G by a centred Gaussian makes it decay but spoils the ratio of forward and backward rates. A physical broadening avoids this. Take a soft mode with e → 0 at fixed reorganization energy λ = Se. Let s stand for −iτ. To second order in e,

S[(n+1)(es + e²s²/2) + n(−es + e²s²/2)] = Ses + S(2n+1)e²s²/2.

Because 2n+1 → 2kT/e, the limit is λs + λkT s². The full exponent is

K(s) = Σ_k S_k[(n_k+1)(e^{s e_k} − 1) + n_k(e^{−s e_k} − 1)] + λs + λkT s²,
G(τ) = e^{K(−iτ)}.

The bath contributes a Gaussian of variance σ² = 2λkT whose centre lies at λ, not at zero. The shift matters. Put β = 1/kT and use (n+1)e^{−βe} = n. Replacing s by −β−s exchanges the two exponentials of each mode, while

λ(−β−s) + λkT(β+s)² = λs + λkT s².

So K(−β−s) = K(s). As ∫F(E)e^{sE}dE = e^{K(s)}, this symmetry means F(−E) = e^{−βE}F(E). The reverse transition starts in equilibrium in the other charge state. Exchanging the two states only turns the displacement √S into −√S, and G depends on S alone, so the same F describes both directions and the relation is detailed balance. A centred Gaussian would contribute σ²s²/2 alone, which lacks the symmetry.

How small must the soft quantum be? At finite e the mode contributes S[sinh(es) + (2n+1)(cosh(es) − 1)] to K. Inserting 2n+1 = (2kT/e)(1 + β²e²/12 + …) and expanding in e gives the classical form plus a leading correction

λkT e²s²(s+β)²/12.

This must be small against one at the values of s that matter. At real s it controls the smooth envelope of F. The Gaussian smoothing of the lines needs it small also at s − iτ, out to the times at which the discrete modes recur, and that is a stricter demand. It does not change when s is replaced by −β−s, so the forward and backward rates are affected alike.

**What sampling does to the spectrum**

Choose N energies E_j = E_0 + j dE, covering a window of width W = N dE, and times τ_n = 2πn/W with n from −N/2 to N/2−1. The integral becomes

F_j = (1/W) Σ_n G(τ_n) e^{iE_0τ_n} e^{2πijn/N},

which is an inverse FFT, its factor 1/N included, divided by dE. To see the effect of the finite time step, let n run over all integers and insert G(τ_n) = ∫dE′F(E′)e^{−iE′τ_n}. Since

Σ_n e^{2πin(E−E′)/W} = W Σ_m δ(E′ − E − mW),

the sum returns Σ_m F(E+mW). Whatever lies outside the window is folded back into it.

The norm cannot reveal this. Summing F_j dE over j removes every term except n = 0 and leaves G(0) = 1 for any window. The moments can. Differentiating K at s = 0 gives their correct values,

mean = K′(0) = Σ S_k e_k + λ,
variance = K″(0) = Σ S_k(2n_k+1)e_k² + 2λkT.

Folding moves an energy that lies m windows away by −mW, so the mean changes by −W⟨m⟩.

Take quanta of 20, 35 and 60 meV with S = 3, 2 and 1.5, λ = 2 meV and T = 300 K; these are round model parameters. Then

mean = 0.060 + 0.070 + 0.090 + 0.002 = 0.222 eV.

With n = 0.85644, 0.34815 and 0.10887 the variance is

0.003256 + 0.004156 + 0.006576 + 0.000103 = 0.01409 eV²,

a standard deviation of 0.119 eV. A window from −0.593 to 0.414 eV, of width 1.0067 eV, keeps the norm at one to rounding accuracy. Its mean comes out as 0.1602 eV, and the folding rule accounts for it: ⟨m⟩ = 0.0614, and 0.2220 − 1.0067 × 0.0614 = 0.1602. The variance is about three times too large, 0.0415 eV².

**Choosing the window from a bound**

A window of so many standard deviations is a guess, because the upper tail is much heavier than a Gaussian. The generating function itself bounds the tail. F is a set of lines with weights w_l, each convolved with the bath Gaussian. Multiplying a Gaussian centred at c by e^{sE} gives

e^{sE} e^{−(E−c)²/2σ²} = e^{sc+σ²s²/2} e^{−(E−c−σ²s)²/2σ²},

a shifted Gaussian of the same width. Hence, for real s, the tilted density

F_s(E) = e^{sE−K(s)} F(E)

is normalized and is again a weighted average of Gaussians of width σ. It cannot exceed their peak height, so

F(E) ≤ e^{K(s)−sE} / (√(2π) σ) for every real s.

The exponent is smallest where K′(s) = E. This has one solution, because K″ > 0 and K′ runs from −∞ to +∞. At that point the exponent is K − sK′, whose derivative −sK″ makes it fall on both sides of s = 0. Setting the bound equal to a small tolerance η thus gives one root s₊ > 0 and one root s₋ < 0, with edges E_max = K′(s₊) and E_min = K′(s₋).

Let the window contain both edges. Images from above lie at or beyond E_max and are separated by W. With s₊ held fixed, the bound falls by e^{−s₊W} from one image to the next; the lower side is analogous. The two geometric series give

aliasing error ≤ η [1/(1−e^{−s₊W}) + 1/(1−e^{s₋W})].

For η = 10⁻¹⁰ per eV the edges are −0.592 and 1.398 eV; padded to a convenient FFT length, the window runs from −0.593 to 1.420 eV, and the bound is 2.0×10⁻¹⁰ per eV. The spectrum was compared with an explicit sum over lines, whose weights come from diagonalizing each displaced oscillator in the undisplaced basis. The largest difference is 4.6×10⁻¹² per eV, against a peak of 3.4 per eV. The mean and variance agree with their formulas to all nine printed decimals.

**Choosing the energy step**

The other error comes from stopping the time sum. The discrete lines contribute to G an average of phase factors, of modulus at most one, so |G(τ)| ≤ e^{−σ²τ²/2}. The omitted terms therefore add at most

(2/W) Σ_{n≥N/2} exp[−(2πσn/W)²/2].

At n = N/2 the exponent is −(πσ/dE)²/2. The ratio dE/σ controls this error, as W controlled the other. With dE = σ/3 the exponent is −44.4 and the bound is 2×10⁻¹⁹ per eV, below rounding. Since σ = 10.17 meV, the step is 3.39 meV; 594 points cover the window, with a time step of 2.05 fs and a longest time of 610 fs.

A step of 1.5σ looks harmless beside a spectrum 119 meV wide, but it ends the record at 136 fs. The 20 meV mode returns to its starting phase at 207 fs, and the 60 meV mode has then completed three periods. The 35 meV mode has completed 1¾ periods, so its cosine vanishes and its factor is e^{−2×1.696} = 0.034. The bath factor at τ = 2π/(0.020 eV) = 314 per eV is e^{−5.10} = 0.0061. Thus |G| is about 2×10⁻⁴ there. If this recurrence has a width of order √(2π)/(0.119 eV) ≈ 21 per eV, its loss costs roughly 2×10⁻⁴ × 21/π ≈ 1.3×10⁻³ per eV. The error found is 2.2×10⁻³ per eV, of the size of this estimate. The mean is nevertheless right to 2.4×10⁻¹⁰ eV. In this case the first moment exposes a short window but not a short time record, so the truncation bound is needed as well.

**Why correct moments do not settle the rate**

The largest relative error inside the good window is 2.4. As no absolute error exceeds 4.6×10⁻¹² per eV, this happens where F is itself below that size, in the far wings. Trap transitions can depend on such wings.

A comparison shows how little two moments say there. A Gaussian with the correct mean and variance, evaluated at 1.2 eV, has the exponent −(0.978/0.1187)²/2 = −33.9 and the value 6×10⁻¹⁵ per eV. The actual F(1.2 eV) is 3.79×10⁻⁹ per eV, larger by a factor of about 6×10⁵. The Gaussian keeps K only to second order in s, which is accurate when the dropped terms, starting with S(es)³/6 for each mode, add up to much less than one. At the value of s that belongs to this energy, 32.87 per eV as found below, 1/s is 30 meV, and the 35 and 60 meV quanta both exceed it; the cubic terms alone add up to 2.6.

For emission a wider window does not help. At −1.2 eV a plain FFT with ample range returns −1.0×10⁻¹⁶ per eV: a negative number, produced by rounding, where the true value is near 10⁻²⁹. The remedy is to transform the tilted density,

F_s(E) = (1/2π) ∫ dτ e^{iEτ} exp[K(s−iτ) − K(s)],
F(E) = e^{K(s)−sE} F_s(E),

with s chosen so that K′(s) = E. The mean of F_s then lies at the energy wanted. If σ is wide enough to merge neighbouring lines, as here, the density there is of ordinary size, and a small absolute error is also a small relative one. If the lines are resolved and E falls in a gap many σ wide, F_s itself can lie below rounding and tilting does not rescue it. The small factor is applied analytically. The window rule carries over with K(s+u) − K(s), as a function of u, in place of K, because the height bound on F_s is unchanged.

For capture s = 32.87 per eV; for emission s = −71.55 per eV. Their sum is −38.68 per eV, which is −1/kT, as the symmetry of K requires. The two tail values agree with the line sum to about one part in 10¹⁴. The emission value is 2.63×10⁻²⁹ per eV, and its ratio to the capture value, 6.93×10⁻²¹, equals e^{−1.2 eV/kT}.

**Reading the rates**

With V = 1 meV and ħ = 6.582×10⁻¹⁶ eV s,

capture rate = 9.546×10¹⁵ × 10⁻⁶ × 3.79×10⁻⁹ ≈ 36 per second,

a waiting time near 28 ms. The emission rate is 2.5×10⁻¹⁹ per second, so in this model the trapped electron does not return by this path on any practical time scale.

The numerical precision far exceeds that of the model. Near the chosen energy F varies mainly as e^{K(s)−sE}, and because K′(s) = E the derivative of this exponent with respect to E is −s. Raising the level separation by 10 meV therefore lowers the capture rate by a factor of about e^{−0.33} = 0.72. The Huang-Rhys factors matter more: raising all three by 10 % gives 226 per second, lowering them by 10 % gives 4.5 per second, and scaling them to a relaxation energy near 1 eV, an order that deep traps in real dielectrics can reach, gives about 10¹⁰ per second. The value of 36 per second belongs to the model relaxation energy of 0.22 eV only. Treating the bath classically matters little for the envelope: for soft quanta of 5 meV the correction λkT e²s²(s+β)²/12 to K at real s is about 6×10⁻⁴, the same for capture and emission. It does matter for the fine structure. At s − iτ with τ = 314 per eV the correction is of order one. A single 5 meV mode would leave a comb of sharp lines, and soft quanta spread from 3 to 7 meV leave ripples of about 1 % at 1 meV resolution. The small figure applies to F averaged over a few meV.

The form of K fails if frequencies change between charge states, if modes mix or are anharmonic, or if V depends on the lattice coordinates. The golden rule fails if the electronic transition is not slow compared with lattice relaxation. The rates connect two discrete levels; capture from a band would also require the carrier's density of states and its wavefunction at the trap. The numerical output below lists the grids, bounds and errors.

Calculated quantities

```
temperature: 300 K; kT: 25.8520 meV
mode 20 meV: S = 3.0, occupation n = 0.85644
mode 35 meV: S = 2.0, occupation n = 0.34815
mode 60 meV: S = 1.5, occupation n = 0.10887
bath reorganization energy: 2.0 meV
bath width sigma: 10.1690 meV
soft-mode limit, error ratio 2 meV / 1 meV: 3.9995
requested tail tolerance: 1.0e-10 1/eV
window start: -0.59319 eV
window end: 1.42027 eV
window width: 2.01346 eV
grid points: 594; energy step: 3.3897 meV
time step: 2.0540 fs
largest time: 610.04 fs
aliasing bound: 2.00e-10 1/eV
time truncation bound: 1.96e-19 1/eV
largest FFT error against line sum: 4.55e-12 1/eV
largest relative FFT error in window: 2.38e+00
norm minus one: -4.4e-16
mean, FFT: 0.222000000 eV; formula: 0.222000000 eV
variance, FFT: 0.014090622 eV^2; formula: 0.014090622 eV^2
standard deviation: 0.118704 eV
largest grid value: F = 3.40553 1/eV at E = 0.20677 eV
E = 0.00000 eV: FFT 5.318328e-01, line sum 5.318328e-01 1/eV
E = 0.10169 eV: FFT 2.195917e+00, line sum 2.195917e+00 1/eV
E = 0.19999 eV: FFT 3.402140e+00, line sum 3.402140e+00 1/eV
E = 0.39998 eV: FFT 1.028755e+00, line sum 1.028755e+00 1/eV
E = 0.79996 eV: FFT 5.072657e-04, line sum 5.072657e-04 1/eV
loose tolerance 1e-3 1/eV: error 6.09e-05, bound 2.00e-03 1/eV
half window end: 0.41354 eV; width: 1.00673 eV
half window norm minus one: -2.2e-16
half window mean number of windows displaced: 0.061388
half window mean: 0.160199 eV; variance: 0.041532 eV^2
coarse grid step: 15.2535 meV; points: 140
coarse grid largest time: 135.56 fs
recurrence time of 20 meV mode: 206.78 fs
coarse grid error: 2.21e-03 1/eV
coarse grid truncation bound: 1.47e+00 1/eV
coarse grid error of mean: 2.4e-10 eV
level separation: 1.2 eV; coupling: 1.0 meV
capture: tilt 32.86969 1/eV, F = 3.791343e-09 1/eV
capture: relative error 5.6e-15, rate 3.61916e+01 1/s
emission: tilt -71.55142 1/eV, F = 2.628333e-29 1/eV
emission: relative error 1.1e-14, rate 2.50896e-19 1/s
emission/capture ratio: 6.932458e-21; exp(-E/kT): 6.932458e-21
untilted wide FFT at emission energy: -1.0e-16 1/eV
```
